# Adding a correlation functional to CASSCF: what is counted twice

**Q:** I want a cheap way to improve a CASSCF calculation. The active space takes care of static correlation, the near-degeneracy of a few configurations. What is left is dynamic correlation, the short-range avoidance of electrons, and density functionals are good at that. So I take the CASSCF density $n_A$ and add a standard correlation functional:

$$E_{\text{sum}}(A)=E_{\text{CAS}}(A)+E_c[n_A].$$

Here $A$ is the active space. Where is the fault?

**A:** Try a limiting case. Let the active space grow until it holds every orbital of the basis. What is $E_{\text{CAS}}$ then?

**Q:** Full configuration interaction, $E_{\text{FCI}}$. Within that basis it is the exact energy, so nothing is left to add.

**A:** And what does your formula add?

**Q:** $E_c[n_{\text{FCI}}]$. The functional receives a density, and the density of a correlated molecule is an ordinary density. It returns an ordinary, negative correlation energy. So I end up below the exact energy by $|E_c|$.

**A:** That is the fault in its plainest form. The functional is not told which configurations the wave function already contains.

**Q:** But a functional could still stand for the dynamic part. What is $E_c$ defined to contain?

**A:** I use hartree atomic units and clamped nuclei, without relativity. Let $T$ be the kinetic energy and $W$ the electron repulsion. For a given density define

$$F[n]=\min_{\Psi\to n}\langle\Psi|T+W|\Psi\rangle ,$$

where the search runs over all wave functions with density $n$. The Kohn-Sham determinant $\Phi$ is the single determinant with the same density and the lowest kinetic energy $T_s[n]$. Its repulsion is $\langle\Phi|W|\Phi\rangle=E_H[n]+E_x[n]$, the classical Hartree energy plus exchange. The correlation energy is the remainder:

$$E_c[n]=F[n]-T_s[n]-E_H[n]-E_x[n]=F[n]-\langle\Phi|T+W|\Phi\rangle .$$

Since $\Phi$ is itself one of the wave functions in the search, $E_c\le 0$. The reference is one determinant, so $E_c$ holds everything that one determinant lacks, whether you call it static or dynamic. It is the right supplement to the Kohn-Sham determinant, not to a CAS wave function.

**Q:** Can you say how much is counted twice for an active space of intermediate size?

**A:** Split the conventional correlation energy $E_c^{\text{QC}}=E_{\text{FCI}}-E_{\text{HF}}$ into a captured and a missing part:

$$K_A=E_{\text{HF}}-E_{\text{CAS}}(A),\qquad M_A=E_{\text{CAS}}(A)-E_{\text{FCI}} .$$

Neither is negative, and in their sum $E_{\text{CAS}}$ cancels:

$$K_A+M_A=E_{\text{HF}}-E_{\text{FCI}}=-E_c^{\text{QC}},\qquad\text{so}\qquad M_A=-K_A-E_c^{\text{QC}} .$$

The error of your sum relative to full CI is

$$E_{\text{sum}}(A)-E_{\text{FCI}}=M_A+E_c[n_A]=-K_A+\left(E_c[n_A]-E_c^{\text{QC}}\right).$$

The bracket is the mismatch between the functional and the conventional correlation energy. When the bracket is small, so that the functional returns about the whole conventional correlation energy, the first term, $-K_A$, is the double counting: what the active space has captured is added again. When the functional misses much of that energy, the bracket is large and positive and offsets part of $-K_A$. For H₂ at $R=10$ bohr, treated below, two active orbitals capture about 236 mEh in the cc-pVTZ basis (234 mEh in cc-pVQZ), but the sum with PBE errs by only $-29.84$ mEh.

**Q:** Then with a single configuration $K_A=0$, and nothing is counted twice.

**A:** Yes. Hartree-Fock plus a correlation functional may be inaccurate, but it does not have this fault. The trouble starts with the second configuration.

**Q:** I would like to see numbers, for a molecule where full CI is possible.

**A:** Take H₂ at $R=1.4$ bohr in the cc-pVTZ basis, which has 28 orbitals, and add PBE correlation after each calculation. Energies are in millihartree (mEh); the last column is the error of the sum relative to full CI.

| Active orbitals | $K_A$ | $M_A$ | $E_c[n_A]$ | Error |
|---|---|---|---|---|
| 1 (HF) | 0.00 | 39.37 | −43.66 | −4.28 |
| 2 | 18.46 | 20.92 | −43.63 | −22.72 |
| 5 | 36.05 | 3.32 | −43.58 | −40.26 |
| 28 (FCI) | 39.37 | 0.00 | −43.59 | −43.59 |

For five orbitals the formula gives $-36.05+(-43.58+39.37)=-40.26$ mEh, as in the table.

**Q:** The missing correlation falls from 39.37 mEh to zero, while the correction moves by less than 0.1 mEh. The better my wave function, the worse my sum.

**A:** In this series, yes. The density hardly changes in ways that PBE notices. Look also at the row with two orbitals. Without the functional the error is $+20.92$ mEh, with it $-22.72$ mEh. For this active space the sign has changed and the size has stayed about the same. The digits depend on the basis: in cc-pVQZ these two errors are $+21.82$ and $-21.77$ mEh, $M_A$ in the first three rows grows by 0.6 to 1.0 mEh, and $E_c[n_A]$ moves by less than 0.1 mEh.

**Q:** Perhaps the basis excuses part of this. Full CI in cc-pVTZ is not the exact energy of the molecule, so a correction could repair the basis error.

**A:** There is something to repair, but it is much smaller. Going to cc-pVQZ lowers the full-CI energy by 1.46 mEh. That is an estimate of the scale, not a bound, since cc-pVQZ is also finite. The functional adds 43.59 mEh. In a complete basis the excuse disappears altogether: full CI is then exact for this Hamiltonian, and the sum is too low by $|E_c[n]|$.

**Q:** Then maybe PBE is to blame. With a better functional the sum might come right.

**A:** Ask what the exact functional would do. For two electrons in a singlet we can nearly answer, because the Kohn-Sham determinant has one doubly occupied orbital, fixed by the density: $n=2\varphi^2$, so $\varphi=\sqrt{n/2}$. Its gradient is $\nabla\varphi=\nabla n/(2\sqrt{2n})$. Two electrons, each with kinetic energy $\tfrac12\int|\nabla\varphi|^2$, give

$$T_s=\int|\nabla\varphi|^2\,d^3r=\int\frac{|\nabla n|^2}{8n}\,d^3r .$$

The two electrons repel each other with the energy

$$\iint\frac{\varphi^2(\mathbf r)\,\varphi^2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=\frac14\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=\frac{E_H}{2},$$

because $E_H$ is defined with the prefactor $\tfrac12$. Hence $E_x=-E_H/2$. Now insert the full-CI density, add the nuclear attraction and the nuclear repulsion, and subtract this determinant energy from $E_{\text{FCI}}$. The result is the Kohn-Sham correlation energy of that density without any approximate functional, apart from basis error: $-39.64$ mEh in cc-pVTZ (it moves to $-40.58$ mEh in cc-pVQZ).

**Q:** And if I add that to full CI, I am 39.64 mEh too low.

**A:** So a perfect $E_c$ does not save the sum. LYP gives $-38.30$ mEh at the same density, so the size of the overshoot is not special to PBE.

**Q:** I added the functional afterwards. If I optimized the wave function in its presence, it could adjust and avoid the double counting.

**A:** It adjusts in the wrong direction. You would minimize $\langle\Psi|H|\Psi\rangle+E_c[n_\Psi]$, with $H$ the full Hamiltonian. The full-CI wave function is one of the candidates, so

$$\min_\Psi\left\{\langle\Psi|H|\Psi\rangle+E_c[n_\Psi]\right\}\le E_{\text{FCI}}+E_c[n_{\text{FCI}}] .$$

The minimum cannot lie higher than your result. With PBE, iterating to self-consistency changes the error from $-43.59$ to $-43.87$ mEh.

**Q:** Near equilibrium one determinant is already a good start. My recipe was meant for stretched bonds, where static and dynamic correlation are clearly separate.

**A:** Then pull the atoms apart. Let $a$ and $b$ be the 1s orbitals of the two atoms, with negligible overlap, and $\sigma_{g}=(a+b)/\sqrt2$, $\sigma_{u}=(a-b)/\sqrt2$. The two configurations combine as

$$\sigma_g(1)\sigma_g(2)-\sigma_u(1)\sigma_u(2)=a(1)b(2)+b(1)a(2),$$

because the terms $a(1)a(2)$ and $b(1)b(2)$ cancel. Each atom has one electron. How much correlation energy is there in two separate hydrogen atoms?

**Q:** None. One electron has nothing to correlate with. So CASSCF with two electrons in two orbitals should be complete.

**A:** Nearly so at $R=10$ bohr: it misses 0.0022 mEh of the full-CI energy in this basis. PBE correlation nevertheless adds $-29.85$ mEh. A singlet has equal spin-up and spin-down densities everywhere, so the functional sees each atom as half an electron of each spin, and it correlates the halves. This is not the only source, because PBE correlation does not vanish even for a fully polarized one-electron density. For two exact hydrogen 1s densities it gives $-11.95$ mEh when each atom is fully polarized and $-29.81$ mEh when each is unpolarized.

**Q:** Then those 29.85 mEh are neither static nor dynamic correlation that was missing. They are simply wrong here.

**A:** As an addition to this wave function, yes. What would the exact $E_c$ be at this distance?

**Q:** It must make up for the failure of one determinant, so it should be large.

**A:** Let us work it out, still neglecting overlap. The Kohn-Sham orbital is then $\sigma_g$, with $\sigma_g^2=\tfrac12(a^2+b^2)$. Each electron has the energy $-\tfrac12$ from its kinetic energy and the nucleus it is at, and $-1/R$ from the other nucleus. For two electrons this is $-1-2/R$. The repulsion is

$$\frac14\left(J_{aa}+J_{bb}+2J_{ab}\right),\qquad J_{ab}=\frac1R .$$

For $J_{aa}$ we need the potential $v$ of the density $a^2=e^{-2r}/\pi$. Poisson's equation reads $(rv)''=-4\pi r a^2=-4re^{-2r}$. The solution that is finite at the origin and tends to $1/r$ far away is

$$rv=1-(1+r)e^{-2r}.$$

You can check it: the first derivative is $(1+2r)e^{-2r}$ and the second is $-4re^{-2r}$. Therefore

$$J_{aa}=\int a^2v\,d^3r=4\int_0^\infty r e^{-2r}\left[1-(1+r)e^{-2r}\right]dr=4\left(\frac14-\frac1{16}-\frac1{32}\right)=\frac58 .$$

With $J_{bb}=J_{aa}$ the repulsion is $\tfrac14\left(\tfrac54+\tfrac2R\right)=\tfrac5{16}+\tfrac1{2R}$. Adding the nuclear repulsion $1/R$ gives the determinant energy

$$-1-\frac2R+\frac5{16}+\frac1{2R}+\frac1R=-1+\frac5{16}-\frac1{2R}.$$

The true energy tends to $-1$, so

$$E_c\to-\left(\frac5{16}-\frac1{2R}\right).$$

**Q:** At $R=10$ bohr that is $-(0.3125-0.0500)=-0.2625$ hartree, or $-262.5$ mEh.

**A:** Evaluated from the full-CI density, it is $-262.2$ mEh. This is static correlation: it comes from the determinant placing both electrons on the same atom half of the time. The exact $E_c$ contains it, which settles the claim that a correlation functional is dynamic by nature. PBE correlation returns only $-29.85$ mEh at this distance. Added to your two-configuration wave function, the exact functional would do far more damage than PBE.

**Q:** Still, chemists need energy differences. Might the error cancel?

**A:** In part. Take the well depth as $E(10\ \text{bohr})-E(1.4\ \text{bohr})$. Full CI gives 0.1727 hartree (4.700 eV); full CI plus PBE correlation gives 0.1865 hartree (5.074 eV). In cc-pVQZ both values rise by 0.032 eV, to 4.732 and 5.106 eV. The remaining error is about 14 mEh, against 44 mEh in the total energy near equilibrium. Now do the same for two active orbitals, using the errors at the two distances.

**Q:** Without the functional the errors are $0.00$ mEh far out and $+20.92$ mEh near equilibrium, so the depth is wrong by about $-20.9$ mEh. With the functional they are $-29.84$ and $-22.72$ mEh, so it is wrong by $-29.84+22.72\approx-7.1$ mEh. My recipe improves the well depth!

**A:** For this small active space, yes, and also in cc-pVQZ, where the two depth errors are $-21.81$ and $-8.05$ mEh. But both total energies are now more than 20 mEh too low, and the improvement rests on their cancellation. With all orbitals active, the same recipe spoils a depth that had no error within the basis. A success in a small space is therefore no evidence that the functional supplied just what was missing.

**Q:** What would a correct functional for CASSCF look like?

**A:** It has to know the active space. Let $F_A[n]$ be the minimum of $\langle T+W\rangle$ over the CAS wave functions with density $n$, with the orbitals free to vary. Define the complement

$$\bar E_A[n]=F[n]-F_A[n]\le 0 .$$

Minimize $\langle\Psi|H|\Psi\rangle+\bar E_A[n_\Psi]$ over CAS wave functions, first at fixed density and then over densities. With $v_{\text{ext}}$ the nuclear attraction potential and $V_{nn}$ the nuclear repulsion, the first step gives

$$F_A[n]+\bar E_A[n]+\int v_{\text{ext}}\,n\,d^3r+V_{nn}=F[n]+\int v_{\text{ext}}\,n\,d^3r+V_{nn},$$

and the second gives the exact ground-state energy, provided that a CAS wave function can produce the exact density.

**Q:** If I enlarge the active space, the search for $F_A$ has more candidates, so $F_A$ falls or stays, and the complement cannot grow in size. With all wave functions allowed, $F_A=F$ and it vanishes. That is the property my sum lacked.

**A:** Right. The price is a different functional for every active space, and a standard $E_c[n]$ is not such a functional.

**Q:** Is there a way that keeps the standard functionals?

**A:** One can replace instead of add. Multiconfiguration pair-density functional theory takes from the wave function the density $n$, the one-particle density matrix $D$ and the on-top pair density $\Pi(\mathbf r)$, which measures how likely two electrons are to meet at $\mathbf r$. Its energy is

$$E=V_{nn}+\sum_{pq}h_{pq}D_{pq}+E_H[n]+E_{\text{ot}}[n,\Pi],$$

where $h$ holds kinetic energy and nuclear attraction. The repulsion energy of the wave function beyond $E_H$ is discarded, and $E_{\text{ot}}$ takes its place.

**Q:** How does $\Pi$ help a functional such as PBE?

**A:** For our two electrons $\Pi=|\Psi(\mathbf r,\mathbf r)|^2$, with $\Psi$ the spatial wave function. The translated form, tPBE, evaluates PBE exchange and correlation with an effective spin polarization

$$\zeta=\sqrt{1-4\Pi/n^2},$$

set to zero if the radicand is negative, and applies the same $\zeta$ to the density gradients. For one doubly occupied orbital $\Pi=\varphi^4=n^2/4$, so $\zeta=0$ and ordinary PBE returns. For separated atoms the two electrons do not meet near either nucleus. There $\Pi/n^2$ tends to zero and $\zeta$ to 1, so each atom is treated as fully polarized, as a hydrogen atom should be. Only around the midplane between the atoms, where the density is negligible, does $\zeta$ fall to zero.

**Q:** And the numbers?

**A:** Errors relative to full CI in the same basis, in mEh:

| Wave function | tPBE | Plain sum |
|---|---|---|
| $R=1.4$, two orbitals | 2.15 | −22.72 |
| $R=1.4$, FCI | −16.32 | −43.59 |
| $R=10$, two orbitals | 1.23 | −29.84 |
| $R=10$, FCI | 1.24 | −29.85 |

**Q:** The second row surprises me. With the exact wave function tPBE is worse than with two configurations.

**A:** It is, and it shows the limit of the remedy. The energy is no longer that of the wave function, so a better wave function need not give a better energy. The added correlation in the full-CI wave function lowers $\Pi$, and the translation reads this as spin polarization. From two orbitals to full CI at $R=1.4$ bohr, $\int\Pi\,d^3r$ falls from 0.0347 to 0.0226 and the density-weighted mean of $\zeta$ rises from 0.39 to 0.75. The lowering of $E_{\text{ot}}$ relative to $\zeta=0$ grows from 21.8 to 55.5 mEh, while the other terms rise by only about 15 mEh. The two tPBE entries at $R=1.4$ depend on the basis: in cc-pVQZ they are 3.20 and $-19.09$ mEh. What replacement removes is the addition of a functional to the wave function's own correlated repulsion energy. It does not remove every overlap. The kinetic energy still comes from the correlated wave function and lies above $T_s$, while $E_c$ as defined above, which PBE correlation approximates, also contains this kinetic difference. The numerical check covers both tables and the stretched-bond limit.

**Q:** So before adding any functional to a wave function, I should ask what it returns when the wave function is already exact.

**A:** And if the answer is not zero even for the exact form of the functional, it was built for a different reference. An approximate functional can also miss zero through its own error.

## Numbers as computed

```
H2, cc-pVTZ, 28 orbitals; R = 1.4 and 10.0 bohr
R = 1.4 bohr: E_HF = -1.132961 Eh, E_FCI = -1.172335 Eh
active orbitals | E_CAS (Eh) | captured, missing, PBE E_c, error of sum (mEh)
  1 | -1.132961 | 0.00, 39.37, -43.66, -4.28
  2 | -1.151419 | 18.46, 20.92, -43.63, -22.72
  5 | -1.169014 | 36.05, 3.32, -43.58, -40.26
 28 | -1.172335 | 39.37, 0.00, -43.59, -43.59
E_FCI - E_HF = -39.37 mEh
LYP E_c at FCI density = -38.30 mEh
Kohn-Sham E_c from FCI density = -39.64 mEh
self-consistent FCI + PBE E_c: error = -43.868 mEh (not self-consistent: -43.593 mEh)
E_FCI change cc-pVTZ to cc-pVQZ = -1.46 mEh
R = 10.0 bohr: E_HF = -0.763920 Eh, E_FCI = -0.999623 Eh
CAS(2,2) = -0.999621 Eh, two H atoms = -0.999620 Eh
missing from CAS(2,2) = 0.0022 mEh
PBE E_c added to CAS(2,2) = -29.85 mEh
Kohn-Sham E_c from FCI density = -262.19 mEh
-(5/16 - 1/(2R)) = -262.50 mEh
well depth FCI = 0.172712 Eh = 4.700 eV
well depth FCI + PBE E_c = 0.186459 Eh = 5.074 eV
errors against E_FCI (mEh): tPBE pair-density | plain sum with PBE E_c
R=1.4 CAS(2,2): 2.15 | -22.72
R=1.4 FCI: -16.32 | -43.59
R=10 CAS(2,2): 1.23 | -29.84
R=10 FCI: 1.24 | -29.85
error of FCI + PBE E_c at R = 1.4 bohr: -0.04359 Eh = -1.186 eV
```
